# Grand Potential, Band Energy and Entropy from One Complex Contour: verification in Python

```python
"""
Result under test: the grand potential of independent electrons is
    Omega = - integral f(E) N(E) dE,
and Omega, electron number Ne, band energy U and T*S = U - mu*Ne - Omega
all follow from one set of complex energies.
Symbols: f Fermi function, N integrated density of states, mu chemical
potential, kT temperature as an energy, W(z) analytic function in the upper
half plane with Re W(E+i0) = N(E) per spin, dW its derivative.
Model: H = -d2/dx2 + V * sum_n delta(x - n a), Rydberg units, energies in Ry,
lengths in bohr. All totals are per cell and include both spins.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq
from scipy.special import entr, polygamma

a = 6.0            # cell length, bohr
V = -1.0           # scatterer strength, Ry bohr
kT = 0.01          # Ry
electrons = 3.0    # per cell
E_B = -0.6         # start of the contour, below the spectrum, Ry
J_POLES = 4        # Fermi poles enclosed
N_LEG = 48         # Gauss points on each contour leg
NK = 128           # midpoint k values in half the Brillouin zone
phase_k = (np.arange(NK) + 0.5) * np.pi / NK     # k*a
RY_EV = constants.value("Rydberg constant times hc in eV")
KB_EV = constants.value("Boltzmann constant in eV/K")


def fermi(z, mu, t):
    return 1.0 / (np.exp((z - mu) / t) + 1.0)


def bloch_propagator(z, phase):
    """Bloch sum of the free propagator, and its energy derivative."""
    kap = np.sqrt(z)
    x = a * kap
    den = np.cos(x) - np.cos(phase)
    g = -np.sin(x) / (2 * kap * den)
    dlog = a / np.tan(x) - 1 / kap + a * np.sin(x) / den
    return g, g * dlog / (2 * kap)


def lloyd(z):
    """W and dW/dz from the k-averaged multiple-scattering determinant."""
    z = np.atleast_1d(np.asarray(z, dtype=complex))
    g, dg = bloch_propagator(z[:, None], phase_k[None, :])
    det = 1 - V * g
    assert det.imag.max() < 0      # principal logarithm is the right branch
    kap = np.sqrt(z)
    W = a * kap / np.pi + 1j / np.pi * np.log(det).mean(axis=1)
    dW = a / (2 * np.pi * kap) + 1j / np.pi * (-V * dg / det).mean(axis=1)
    return W, dW


def contour(mu, t, n, J):
    """Line points with dz weights, and the enclosed Fermi poles."""
    s, w = np.polynomial.legendre.leggauss(n)
    eta = 2 * np.pi * J * t
    corners = [E_B, E_B + 1j * eta, mu + 1j * eta, mu + 40 * t + 1j * eta]
    z, dz = [], []
    for p, q in zip(corners[:-1], corners[1:]):
        z.append((p + q) / 2 + (q - p) / 2 * s)
        dz.append((q - p) / 2 * w)
    poles = mu + 1j * np.pi * t * (2 * np.arange(J) + 1)
    return np.concatenate(z), np.concatenate(dz), poles


def thermo(mu, t, n=N_LEG, J=J_POLES):
    """Omega, Ne, U, TS from one evaluation of W and dW."""
    line, dz, poles = contour(mu, t, n, J)
    z = np.concatenate([line, poles])
    c = np.concatenate([dz * fermi(line, mu, t), np.full(J, -2j * np.pi * t)])
    W, dW = lloyd(z)
    omega = -2 * (c @ W).real
    ne = 2 * (c @ dW).real
    u = 2 * (c @ (z * dW)).real
    return np.array([omega, ne, u, u - mu * ne - omega])


def states_below(E):
    """N(E) per spin on the real axis from the closed k-average."""
    z = np.asarray(E, dtype=float) + 1e-9j
    kap = np.sqrt(z)
    x = a * kap
    F = np.cos(x) + V * np.sin(x) / (2 * kap)
    root = np.sqrt(F * F - 1)
    u1, u2 = F + root, F - root
    u = np.where(abs(u1) < abs(u2), u1, u2)
    added = np.mod(np.angle(u) - x.real + 0.5, 2 * np.pi) - 0.5
    return (x.real + added) / np.pi


# ---- plane-wave diagonalization: the independent road ----
M = 80
m = np.arange(-M, M + 1)
tail = 2 * (a / (2 * np.pi))**2 * float(polygamma(1, M + 1))  # sum of 1/G^2
V_cut = 1 / (1 / V + tail / a)   # strength that absorbs the missing waves


def bands(phase):
    H = np.full((2 * M + 1, 2 * M + 1), V_cut / a)
    H[np.diag_indices(2 * M + 1)] += ((phase + 2 * np.pi * m) / a)**2
    return np.linalg.eigvalsh(H)


eps = np.array([bands(p) for p in phase_k])

# ---- propagator: explicit lattice sum, and single-site factorization ----
z0, p0 = 0.4 + 0.05j, 1.1
kap0 = np.sqrt(z0)
cells = np.arange(-400, 401)
terms = np.exp(-1j * p0 * cells + 1j * kap0 * a * abs(cells)) / (2j * kap0)
g0 = bloch_propagator(z0, p0)[0]
assert abs(terms.sum() - g0) < 1e-11
onsite = 1 / (2j * kap0)
t_site = V / (1 - V * onsite)
structural = 1 - t_site * terms[cells != 0].sum()
assert abs((1 - V * onsite) * structural - (1 - V * g0)) < 1e-11

# ---- dW is the trace of the resolvent and the derivative of W ----
trace = (1 / (z0 - eps)).sum(axis=1).mean() - tail
assert abs(1j / np.pi * trace - lloyd(z0)[1][0]) < 1e-5
h = 1e-4
Wd = (lloyd(z0 + h)[0][0] - lloyd(z0 - h)[0][0]) / (2 * h)
assert abs(Wd - lloyd(z0)[1][0]) < 1e-5

# ---- Lloyd count against levels found by diagonalization ----
for j in (20, 64, 100):
    for b in range(3):
        frac = phase_k[j] / np.pi
        count = b + frac if b % 2 == 0 else b + 1 - frac
        assert abs(states_below(eps[j, b]) - count) < 1e-5
assert abs(states_below(E_B)) < 1e-6
assert abs(states_below(0.1) - 1) < 1e-6
assert abs(states_below(0.45) - lloyd(0.45 + 0.01j)[0][0].real) < 0.01

# ---- worked example ----
mu = brentq(lambda v: thermo(v, kT)[1] - electrons, 0.35, 0.7, xtol=1e-13)
omega, ne, U, TS = thermo(mu, kT)

f = fermi(np.minimum(eps, mu + 600 * kT), mu, kT)
omega_sum = -2 * kT * np.logaddexp(0, -(eps - mu) / kT).sum(axis=1).mean()
ne_sum = 2 * f.sum(axis=1).mean()
U_sum = 2 * (eps * f).sum(axis=1).mean()
TS_sum = 2 * kT * (entr(f) + entr(1 - f)).sum(axis=1).mean()
for x, y in ((omega, omega_sum), (ne, ne_sum), (U, U_sum), (TS, TS_sum)):
    assert abs(x - y) < 3e-6       # plane-wave cutoff error

# ---- real-axis integral of f*N on a fine grid ----
top = mu + 40 * kT
NG = 400000
step = (top - E_B) / NG
grid = E_B + (np.arange(NG) + 0.5) * step
omega_real = -2 * step * (fermi(grid, mu, kT) * states_below(grid)).sum()
assert abs(omega_real - omega) < 2e-7

# ---- derivatives of Omega, and freedom of contour height ----
d = 1e-4
S_fd = -(thermo(mu, kT + d)[0] - thermo(mu, kT - d)[0]) / (2 * d)
N_fd = -(thermo(mu + d, kT)[0] - thermo(mu - d, kT)[0]) / (2 * d)
assert abs(S_fd - TS / kT) < 2e-6
assert abs(N_fd - ne) < 2e-6
assert np.max(abs(thermo(mu, kT, 80, 2) - thermo(mu, kT, 80, 6))) < 1e-8

# ---- logarithmic form on the same contour misses a cut term ----
line, dz, poles = contour(mu, kT, 80, J_POLES)
W_line, dW_line = lloyd(line)
y = (line - mu) / kT
left = line.real < mu
small = np.exp(np.where(left, y, -y))
Phi = np.where(left, line - mu, 0) - kT * np.log(1 + small)
omega_log = 2 * (dz * Phi * dW_line).sum().real
W_top = lloyd(mu + 2j * np.pi * J_POLES * kT)[0][0]
W_poles = lloyd(poles)[0]
cut = 2 * 2 * np.pi * kT * (W_top.imag - W_poles.imag).sum()
assert abs(omega_log + cut - omega) < 1e-8
assert abs(cut) > 1e-3
line_part = -2 * (dz * fermi(line, mu, kT) * W_line).sum().real
pole_part = -2 * 2 * np.pi * kT * W_poles.imag.sum()
assert abs(line_part + pole_part - omega) < 1e-8

# ---- low-temperature estimate of the entropy term ----
n_mu = 2 * (states_below(mu + d) - states_below(mu - d)) / (2 * d)
TS_low = np.pi**2 / 3 * kT**2 * n_mu
assert abs(TS_low / TS - 1) < 0.03

# ---- convergence with the number of points ----
ref = thermo(mu, kT, 96)
table = []
for n in (8, 16, 24, 32):
    err = abs(thermo(mu, kT, n) - ref)
    table.append((3 * n + J_POLES, err[0], err[2], err[3]))
assert table[-1][1] < 1e-6 and table[-1][3] < 1e-5
s, w = np.polynomial.legendre.leggauss(38)
omega_axis = 0.0
for lo, hi in ((E_B, mu), (mu, top)):
    e = (lo + hi) / 2 + (hi - lo) / 2 * s
    omega_axis -= (hi - lo) * (w * fermi(e, mu, kT) * states_below(e)).sum()
axis_err = abs(omega_axis - ref[0])
assert axis_err > 10 * table[2][1]

edge0, edge1 = bands(0.0), bands(np.pi)
print(f"cell length a = {a:.1f} bohr")
print(f"scatterer strength V = {V:.1f} Ry bohr")
print(f"kT = {kT:.3f} Ry, T = {kT * RY_EV / KB_EV:.1f} K")
print(f"contour start E_B = {E_B:.2f} Ry")
print(f"contour height = {2 * np.pi * J_POLES * kT:.5f} Ry")
print(f"enclosed poles = {J_POLES}, points per leg = {N_LEG}")
print(f"band 1 from {edge0[0]:.5f} to {edge1[0]:.5f} Ry")
print(f"band 2 from {edge1[1]:.5f} to {edge0[1]:.5f} Ry")
print(f"chemical potential mu = {mu:.6f} Ry")
for j, (p, q) in enumerate(zip(poles, W_poles)):
    print(f"pole {j}: Im z = {p.imag:.5f} Ry, "
          f"W = {q.real:.6f} + {q.imag:.6f} i (per spin)")
print(f"Omega, line part = {line_part:.6f} Ry")
print(f"Omega, pole part = {pole_part:.6f} Ry")
print("contour results per cell, both spins:")
print(f"  Omega = {omega:.6f} Ry = {omega * RY_EV:.5f} eV")
print(f"  electron number = {ne:.6f}")
print(f"  band energy U = {U:.6f} Ry = {U * RY_EV:.5f} eV")
print(f"  mu * Ne = {mu * ne:.6f} Ry")
print(f"  TS = {TS:.7f} Ry = {TS * RY_EV * 1000:.4f} meV")
print(f"  entropy S = {TS / kT:.5f} k_B")
print(f"  free energy U - TS = {U - TS:.6f} Ry")
print("eigenvalue sums from plane waves:")
print(f"  Omega = {omega_sum:.6f} Ry, electron number = {ne_sum:.6f}")
print(f"  U = {U_sum:.6f} Ry, TS = {TS_sum:.7f} Ry")
print(f"Omega from fine real-axis integral = {omega_real:.6f} Ry")
print(f"S from -dOmega/dT = {S_fd:.5f} k_B")
print(f"Ne from -dOmega/dmu = {N_fd:.6f}")
print(f"log form on contour, no cut term = {omega_log:.6f} Ry")
print(f"missing cut term = {cut:.6f} Ry")
print(f"density of states at mu = {n_mu:.4f} states/Ry")
print(f"low-temperature estimate of TS = {TS_low:.7f} Ry")
print("contour points: errors of Omega, U, TS in Ry")
for row in table:
    print(f"  {row[0]:3d}: {row[1]:.1e}, {row[2]:.1e}, {row[3]:.1e}")
print(f"real-axis rule, {2 * len(s)} points: Omega error = {axis_err:.1e} Ry")
print("ALL CHECKS PASSED")
```

Printed output:

```
cell length a = 6.0 bohr
scatterer strength V = -1.0 Ry bohr
kT = 0.010 Ry, T = 1578.9 K
contour start E_B = -0.60 Ry
contour height = 0.25133 Ry
enclosed poles = 4, points per leg = 48
band 1 from -0.29226 to -0.18428 Ry
band 2 from 0.27416 to 0.76384 Ry
chemical potential mu = 0.462256 Ry
pole 0: Im z = 0.03142 Ry, W = 1.501668 + 0.048230 i (per spin)
pole 1: Im z = 0.09425 Ry, W = 1.510888 + 0.141918 i (per spin)
pole 2: Im z = 0.15708 Ry, W = 1.526493 + 0.229202 i (per spin)
pole 3: Im z = 0.21991 Ry, W = 1.545590 + 0.309517 i (per spin)
Omega, line part = -1.440725 Ry
Omega, pole part = -0.091592 Ry
contour results per cell, both spins:
  Omega = -1.532317 Ry = -20.84824 eV
  electron number = 3.000000
  band energy U = -0.144532 Ry = -1.96645 eV
  mu * Ne = 1.386769 Ry
  TS = 0.0010168 Ry = 13.8340 meV
  entropy S = 0.10168 k_B
  free energy U - TS = -0.145548 Ry
eigenvalue sums from plane waves:
  Omega = -1.532317 Ry, electron number = 3.000000
  U = -0.144532 Ry, TS = 0.0010168 Ry
Omega from fine real-axis integral = -1.532317 Ry
S from -dOmega/dT = 0.10168 k_B
Ne from -dOmega/dmu = 3.000000
log form on contour, no cut term = -1.615317 Ry
missing cut term = 0.082999 Ry
density of states at mu = 3.0786 states/Ry
low-temperature estimate of TS = 0.0010128 Ry
contour points: errors of Omega, U, TS in Ry
   28: 4.0e-03, 1.7e-03, 4.3e-03
   52: 9.7e-06, 3.5e-06, 8.5e-06
   76: 1.8e-06, 7.1e-07, 1.8e-06
  100: 4.9e-08, 2.0e-08, 5.1e-08
real-axis rule, 76 points: Omega error = 2.5e-03 Ry
ALL CHECKS PASSED
```
